# Why dissolved iron shortens lifetime far more in p-type silicon: test program

```python
"""
Result under test: for dissolved interstitial iron (a deep donor) in silicon,
the low-injection lifetime is about 1/(N*cn) in p-type and 1/(N*cp) in n-type.
Symbols: N iron density; cn = sigma_n*v_n, electron capture coefficient of Fe+;
cp = sigma_p*v_p, hole capture coefficient of Fe0; k = cn/cp;
p1, n1 = hole and electron densities when the Fermi level is at the iron level;
y = fraction of iron that is Fe+. Lengths in cm, times in s unless noted.
Lifetime = excess minority density / net recombination rate.
Material inputs are rough typical values.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq

T = 300.0
kB_eV = const.k / const.e
kT = kB_eV * T
doping = 1e16
N_iron = 1e12
level = 0.38                 # eV above the valence band
sigma_n, sigma_p = 4e-14, 7e-17
v_n, v_p = 2.0e7, 1.6e7
Nv, ni = 3.1e19, 1.0e10
eps_r = 11.7
cn, cp = sigma_n * v_n, sigma_p * v_p
k = cn / cp
p1 = Nv * np.exp(-level / kT)
n1 = ni**2 / p1
minority0 = ni**2 / doping
tau_n0, tau_p0 = 1 / (N_iron * cn), 1 / (N_iron * cp)


def equilibrium(kind):
    return (minority0, doping) if kind == "p" else (doping, minority0)


def balance(kind, excess, cn_=cn, cp_=cp):
    """Solve the two-capture balance with charge neutrality.
    Returns minority lifetime and excess majority density."""
    n0, p0 = equilibrium(kind)
    y0 = p0 / (p0 + p1)

    def carriers(y):
        trapped_positive = N_iron * (y - y0)
        if kind == "p":
            return n0 + excess, p0 + excess - trapped_positive
        return n0 + excess + trapped_positive, p0 + excess

    def mismatch(y):
        n, p = carriers(y)
        return cn_*(n*y - n1*(1 - y)) - cp_*(p*(1 - y) - p1*y)

    y = brentq(mismatch, 0.0, 1.0, xtol=1e-25, rtol=1e-14, maxiter=1000)
    n, p = carriers(y)
    if kind == "p":
        rate = N_iron * cn_ * (n*y - n1*(1 - y))
        return excess / rate, p - p0
    rate = N_iron * cp_ * (p*(1 - y) - p1*y)
    return excess / rate, n - n0


def lifetime_formula(kind, excess):
    n0, p0 = equilibrium(kind)
    return (tau_p0*(n0 + n1 + excess) + tau_n0*(p0 + p1 + excess)) \
        / (n0 + p0 + excess)


# Lifetime formula against the solved balance, over all injection levels
for kind in "pn":
    for excess in np.logspace(8, 18, 21):
        solved = balance(kind, excess)[0]
        assert abs(solved / lifetime_formula(kind, excess) - 1) < 1e-3

small = 1e8
tau_p_type, majority_excess = balance("p", small)
tau_n_type = balance("n", small)[0]
ratio = tau_n_type / tau_p_type
# Simple limits; emission corrections are of order p1/doping, about 0.1 %
assert abs(tau_p_type / tau_n0 - 1) < 5e-3
assert abs(tau_n_type / tau_p0 - 1) < 5e-3
assert abs(ratio / k - 1) < 5e-3


# Decay after a weak flash: eigenvalues of the linearized rate equations
def decay_times(kind):
    n0, p0 = equilibrium(kind)
    filled = N_iron * p1 / (p0 + p1)
    empty = N_iron * p0 / (p0 + p1)
    # variables: electron density and filled-iron density
    rn = np.array([cn * empty, -cn * (n0 + n1)])
    rp = np.array([cp * filled, cp * (p0 + p1 + filled)])
    rates = -np.linalg.eigvals(np.array([-rn, rn - rp])).real
    return np.sort(1 / rates)[::-1]


decay_p, decay_n = decay_times("p"), decay_times("n")
assert abs(decay_p[0] / tau_p_type - 1) < 2e-3
assert abs(decay_n[0] / tau_n_type - 1) < 2e-3
assert abs(decay_p[1] * cp * doping - 1) < 1e-2
assert abs(decay_n[1] * cn * doping - 1) < 1e-2


# Counterfactuals: equal and exchanged cross sections
def ratio_for(s_n, s_p):
    a, b = s_n * v_n, s_p * v_p
    return balance("n", small, a, b)[0] / balance("p", small, a, b)[0]


ratio_equal = ratio_for(1e-15, 1e-15)
ratio_swapped = ratio_for(sigma_p, sigma_n)
assert abs(ratio_equal / (v_n / v_p) - 1) < 1e-2
assert ratio_swapped < 0.01

# Injection at which the p-type lifetime has doubled
double_at = 10**brentq(
    lambda x: balance("p", 10**x)[0] - 2*tau_p_type, 10, 16)
assert abs(double_at / (doping / (k - 1)) - 1) < 1e-2
high = 100 * doping
high_ratio = balance("n", high)[0] / balance("p", high)[0]
assert abs(high_ratio - 1) < 0.02
assert abs(balance("p", high)[0] / (tau_n0 + tau_p0) - 1) < 0.02

# Charge trapped on iron in p-type
trap_ratio = majority_excess / small
assert abs(trap_ratio - (1 + k*N_iron/doping)) < 1e-3


# Coulomb enhancement of the electron density at an attractive point centre
def contact(gamma):
    return 2*np.pi*gamma / (-np.expm1(-2*np.pi*gamma))


for gamma in (0.3, 1.0, 2.0):
    start, end = 1e-6, 400.0
    wave = solve_ivp(
        lambda r, u: [u[1], -(1 + 2*gamma/r)*u[0]], (start, end),
        [start - gamma*start**2, 1 - 2*gamma*start],
        method="DOP853", rtol=1e-9, atol=1e-12)
    u, du = wave.y[:, -1]
    q = np.sqrt(1 + 2*gamma/end)
    assert abs(1/(q*u*u + du*du/q) / contact(gamma) - 1) < 1e-3

rydberg_eV = const.value("Rydberg constant times hc in eV")


def thermal_contact(mass):
    ry = rydberg_eV * mass / eps_r**2
    # s = sqrt(E/kT), Maxwell distribution of speeds
    return quad(lambda s: 4/np.sqrt(np.pi) * s*s*np.exp(-s*s)
                * contact(np.sqrt(ry/kT)/s), 1e-10, 8)[0]


mass_mid, mass_low, mass_high = 0.30, 0.19, 0.92
coulomb = thermal_contact(mass_mid)
ry_mid = rydberg_eV * mass_mid / eps_r**2
assert abs(coulomb / (4*np.sqrt(np.pi*ry_mid/kT)) - 1) < 0.03

# Iron-boron pairing: Fe+ diffuses and drifts to a negative acceptor
eps = eps_r * const.epsilon_0
Rc = const.e**2 / (4*np.pi*eps*const.k*T) * 100
debye = np.sqrt(eps*const.k*T / (const.e**2 * doping*1e6)) * 100
# Unit inward flux, lengths in Rc, absorbing sphere at 0.05 Rc
pair = solve_ivp(lambda r, c: (1 - c)/r**2, (0.05, 1e4), [0.0],
                 method="Radau", rtol=1e-8, atol=1e-10)
assert abs(1/pair.y[0, -1] - 1) < 1e-4
D0_iron, barrier_iron = 1e-3, 0.67
D_iron = D0_iron * np.exp(-barrier_iron / kT)
pair_time = 1 / (4*np.pi*D_iron*Rc*doping)

# Intrinsic recombination, rough coefficients at this doping
B_rad, C_n, C_p = 5e-15, 3e-30, 7e-31
intr_n = 1 / (B_rad*doping + C_n*doping**2)
intr_p = 1 / (B_rad*doping + C_p*doping**2)
total_n = 1 / (1/tau_n_type + 1/intr_n)
total_p = 1 / (1/tau_p_type + 1/intr_p)

# Operation at 350 K with weakly activated hole capture
T_hot, barrier_hole, gap_eff = 350.0, 0.05, 1.21
inv = 1/T - 1/T_hot
k_hot = k / np.exp(barrier_hole * inv / kB_eV)
scale = (T_hot/T)**1.5
p1_hot = Nv * scale * np.exp(-level/(kB_eV*T_hot))
ni_hot = ni * scale * np.exp(gap_eff * inv / (2*kB_eV))
n1_hot = ni_hot**2 / p1_hot
min_hot = ni_hot**2 / doping
hot_n = k_hot*(doping + n1_hot) + min_hot + p1_hot
hot_p = k_hot*(min_hot + n1_hot) + doping + p1_hot
ratio_hot = hot_n / hot_p

D_e, D_h = 30.0, 11.0
L_p = np.sqrt(D_e * tau_p_type) * 1e4
L_n = np.sqrt(D_h * tau_n_type) * 1e4

print(f"Temperature {T:.0f} K, kT = {kT*1e3:.2f} meV")
print(f"Doping {doping:.1e}, iron {N_iron:.1e} cm^-3")
print(f"Iron level above valence band: {level:.2f} eV")
print(f"sigma_n {sigma_n:.1e}, sigma_p {sigma_p:.1e} cm^2")
print(f"v_n {v_n:.1e}, v_p {v_p:.1e} cm/s")
print(f"Nv {Nv:.1e}, ni {ni:.1e} cm^-3")
print(f"cn {cn:.2e}, cp {cp:.2e} cm^3/s")
print(f"sigma_n/sigma_p = {sigma_n/sigma_p:.0f}, k = cn/cp = {k:.0f}")
print(f"p1 = {p1:.2e}, n1 = {n1:.2e} cm^-3")
print(f"Fe0 fraction in dark p-type: {p1/(doping+p1):.2e}")
print(f"Fe+ fraction in dark n-type: {minority0/(minority0+p1):.2e}")
print(f"tau_n0 = {tau_n0*1e6:.3f} us, tau_p0 = {tau_p0*1e6:.1f} us")
print(f"Solved low-injection lifetime, p-type: {tau_p_type*1e6:.3f} us")
print(f"Solved low-injection lifetime, n-type: {tau_n_type*1e6:.1f} us")
print(f"Lifetime ratio n-type/p-type: {ratio:.0f}")
print(f"p-type decay times: {decay_p[0]*1e6:.3f}, {decay_p[1]*1e6:.4f} us")
print(f"n-type decay times: {decay_n[0]*1e6:.1f}, {decay_n[1]*1e6:.2e} us")
print(f"Ratio with equal cross sections: {ratio_equal:.3f}")
print(f"Ratio with exchanged cross sections: {ratio_swapped:.5f}")
print(f"Diffusivities, electrons {D_e:.0f}, holes {D_h:.0f} cm^2/s")
print(f"Diffusion length, p-type {L_p:.0f} um, n-type {L_n:.0f} um")
print("Excess minority (cm^-3), p-type and n-type lifetime (us):")
for excess in (1e10, 1e12, 1e13, 1e14, 1e15, 1e16, 1e17):
    a, b = balance("p", excess)[0], balance("n", excess)[0]
    print(f"  {excess:.0e}  {a*1e6:.3f}  {b*1e6:.1f}")
print(f"p-type lifetime doubles at excess {double_at:.2e} cm^-3")
print(f"Ratio n/p at excess {high:.0e} cm^-3 (formal): {high_ratio:.3f}")
print(f"p-type excess holes per excess electron: {trap_ratio:.4f}")
print(f"Iron density p0/k where trapping is strong: {doping/k:.2e} cm^-3")
print(f"Coulomb factor, mass {mass_mid:.2f}: {coulomb:.1f}")
print(f"Coulomb factor, mass {mass_low:.2f}: {thermal_contact(mass_low):.1f}")
print(f"Coulomb factor, mass {mass_high:.2f}: "
      f"{thermal_contact(mass_high):.1f}")
print(f"Part of k left after Coulomb factor: {k/coulomb:.0f}")
print(f"Relative permittivity {eps_r:.1f}")
print(f"Coulomb radius {Rc*1e7:.2f} nm, Debye length {debye*1e7:.1f} nm")
print(f"Iron diffusion: D0 {D0_iron:.0e} cm^2/s, {barrier_iron:.2f} eV")
print(f"Iron diffusivity at 300 K: {D_iron:.2e} cm^2/s")
print(f"Iron-boron pairing time: {pair_time/60:.0f} min")
print(f"Radiative coefficient {B_rad:.0e} cm^3/s")
print(f"Auger coefficients, n {C_n:.0e}, p {C_p:.0e} cm^6/s")
print(f"Intrinsic lifetime, p {intr_p*1e3:.1f} ms, n {intr_n*1e3:.1f} ms")
print(f"Total lifetime, p {total_p*1e6:.3f} us, n {total_n*1e6:.0f} us")
print(f"Ratio including intrinsic recombination: {total_n/total_p:.0f}")
print(f"Hole-capture barrier {barrier_hole:.2f} eV (rough)")
print(f"At {T_hot:.0f} K: k = {k_hot:.0f}, lifetime ratio {ratio_hot:.0f}")
print("verified")
```

Output:

```
Temperature 300 K, kT = 25.85 meV
Doping 1.0e+16, iron 1.0e+12 cm^-3
Iron level above valence band: 0.38 eV
sigma_n 4.0e-14, sigma_p 7.0e-17 cm^2
v_n 2.0e+07, v_p 1.6e+07 cm/s
Nv 3.1e+19, ni 1.0e+10 cm^-3
cn 8.00e-07, cp 1.12e-09 cm^3/s
sigma_n/sigma_p = 571, k = cn/cp = 714
p1 = 1.28e+13, n1 = 7.80e+06 cm^-3
Fe0 fraction in dark p-type: 1.28e-03
Fe+ fraction in dark n-type: 7.80e-10
tau_n0 = 1.250 us, tau_p0 = 892.9 us
Solved low-injection lifetime, p-type: 1.252 us
Solved low-injection lifetime, n-type: 892.9 us
Lifetime ratio n-type/p-type: 713
p-type decay times: 1.252, 0.0892 us
n-type decay times: 892.9, 1.25e-04 us
Ratio with equal cross sections: 1.250
Ratio with exchanged cross sections: 0.00346
Diffusivities, electrons 30, holes 11 cm^2/s
Diffusion length, p-type 61 um, n-type 991 um
Excess minority (cm^-3), p-type and n-type lifetime (us):
  1e+10  1.252  892.9
  1e+12  1.341  892.9
  1e+13  2.144  892.9
  1e+14  10.091  892.9
  1e+15  82.413  893.0
  1e+16  447.657  893.5
  1e+17  812.931  894.0
p-type lifetime doubles at excess 1.40e+13 cm^-3
Ratio n/p at excess 1e+18 cm^-3 (formal): 1.010
p-type excess holes per excess electron: 1.0712
Iron density p0/k where trapping is strong: 1.40e+13 cm^-3
Coulomb factor, mass 0.30: 7.6
Coulomb factor, mass 0.19: 6.1
Coulomb factor, mass 0.92: 13.3
Part of k left after Coulomb factor: 93
Relative permittivity 11.7
Coulomb radius 4.76 nm, Debye length 40.9 nm
Iron diffusion: D0 1e-03 cm^2/s, 0.67 eV
Iron diffusivity at 300 K: 5.55e-15 cm^2/s
Iron-boron pairing time: 50 min
Radiative coefficient 5e-15 cm^3/s
Auger coefficients, n 3e-30, p 7e-31 cm^6/s
Intrinsic lifetime, p 8.3 ms, n 2.9 ms
Total lifetime, p 1.251 us, n 680 us
Ratio including intrinsic recombination: 544
Hole-capture barrier 0.05 eV (rough)
At 350 K: k = 542, lifetime ratio 535
verified
```
